# Image charges for an off-centre charge in a spherical dielectric cavity: a program that tests the result

```python
"""Charge q at distance s from the centre of an empty spherical cavity (radius a)
in a dielectric of relative permittivity eps.  Result under test: inside the cavity
the reaction potential is that of a point image -beta*a*q/s at b = a^2/s plus a line
charge -(eps-1)/(eps+1)^2 * (q/a) * (x/b)^(-sigma) on the axis for x >= b, where
beta = (eps-1)/(eps+1) and sigma = eps/(eps+1).  For a -> infinity at fixed
d = a - s it becomes the potential of one planar image -beta*q at depth d.
All quantities are in SI units; positions are cylindrical (z along the axis, rho).
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legval
from scipy.constants import e, epsilon_0, pi
from scipy.integrate import quad
from scipy.special import digamma, eval_legendre

K = 1 / (4 * pi * epsilon_0)
NM = 1e-9

# Composite Gauss rule for y = ln(x/b), graded towards the start of the line charge
edges = [0, 1e-5, 1e-4, 1e-3, 1e-2, 0.1, 0.5, 1, 2, 4, 8, 16, 32, 64]
g_node, g_weight = leggauss(30)
Y = np.concatenate([(lo + hi) / 2 + (hi - lo) / 2 * g_node
                    for lo, hi in zip(edges[:-1], edges[1:])])
WY = np.concatenate([(hi - lo) / 2 * g_weight
                     for lo, hi in zip(edges[:-1], edges[1:])])


def line_density(x, q, a, s, eps):
    b = a**2 / s
    return -(eps - 1) / (eps + 1)**2 * q / a * (x / b)**(-eps / (eps + 1))


def point_part(z, rho, q, a, s, eps):
    strength = -(eps - 1) * a * q / ((eps + 1) * s)
    return K * strength / np.sqrt((a**2 / s - z)**2 + rho**2)


def line_part(z, rho, q, a, s, eps):
    """Coulomb integral over the line charge, by quadrature."""
    x = a**2 / s * np.exp(Y)
    z, rho = np.asarray(z)[..., None], np.asarray(rho)[..., None]
    dist = np.sqrt((x - z)**2 + rho**2)
    return K * np.sum(WY * x * line_density(x, q, a, s, eps) / dist, axis=-1)


def images(z, rho, *p):
    return point_part(z, rho, *p) + line_part(z, rho, *p)


def kirkwood_terms(r, q, a, s, eps, count):
    n = np.arange(count)
    return (-K * q / a * (eps - 1) * (n + 1) / (eps * (n + 1) + n)
            * (r * s / a**2)**n)


q, a, s, eps = e, 1.0 * NM, 0.6 * NM, 4.0
par = (q, a, s, eps)
beta, sigma, b = (eps - 1) / (eps + 1), eps / (eps + 1), a**2 / s
mu, w_mu = leggauss(120)
sin_t = np.sqrt(1 - mu**2)

# Kirkwood coefficients: project the bare potential and its slope on the sphere,
# then solve the two interface conditions numerically for each multipole
r_step = a + 1j * a * 1e-20
bare = K * q / np.sqrt(r_step**2 - 2 * r_step * s * mu + s**2)
value, slope = bare.real, bare.imag / (a * 1e-20)
formula = kirkwood_terms(a, *par, 9)
for n in range(9):
    proj = (2 * n + 1) / 2 * w_mu * eval_legendre(n, mu)
    c, g = np.sum(proj * value), np.sum(proj * slope)
    inside, outside = np.linalg.solve([[1, -1], [n, eps * (n + 1)]], [-c, -a * g])
    assert abs(inside / formula[n] - 1) < 1e-9


def from_surface_charge(z, rho, q, a, s, eps):
    """Polarization charge implied by the image potential, and its own potential."""
    h = a * 1e-20
    r = a + 1j * h
    total = (K * q / np.sqrt((r * mu - s)**2 + (r * sin_t)**2)
             + images(r * mu, r * sin_t, q, a, s, eps))
    density = epsilon_0 * (1 - 1 / eps) * total.imag / h
    phi = 2 * pi * np.arange(128) / 128
    dist = np.sqrt((a * mu[:, None] - z)**2 + (a * sin_t[:, None])**2 + rho**2
                   - 2 * a * sin_t[:, None] * rho * np.cos(phi))
    charge = a**2 * w_mu * density * 2 * pi
    return K * np.sum(charge * np.mean(1 / dist, axis=1)), np.sum(charge)


# Images against the series and against the self-consistent surface charge
for ep in (4.0, 80.0):
    for r, cosine in ((0.5 * a, 0.5), (0.6 * a, 1.0), (0.4 * a, -0.7)):
        z, rho = r * cosine, r * np.sqrt(1 - cosine**2)
        v_img = images(z, rho, q, a, s, ep)
        v_ser = legval(cosine, kirkwood_terms(r, q, a, s, ep, 120))
        v_surf, q_surf = from_surface_charge(z, rho, q, a, s, ep)
        assert abs(v_img / v_ser - 1) < 1e-9
        assert abs(v_img / v_surf - 1) < 1e-8
        assert abs(q_surf / (-q * (1 - 1 / ep)) - 1) < 1e-8

# Potential at the centre does not depend on where the charge sits
for frac in (0.05, 0.3, 0.6, 0.9):
    centre = images(0.0, 0.0, q, a, frac * a, eps)
    assert abs(centre / (-K * q * (1 - 1 / eps) / a) - 1) < 1e-9

# Share of the line charge in the charging work stays below 1/(eps+1)
for ep in (1.5, 4.0, 80.0):
    for frac in (0.05, 0.3, 0.6, 0.95):
        pos = frac * a
        share = line_part(pos, 0.0, q, a, pos, ep) / images(pos, 0.0, q, a, pos, ep)
        assert 0 < share < 1 / (ep + 1)

print("cavity radius a = %.3f nm, charge at s = %.3f nm" % (a / NM, s / NM))
print("charge q = %.3f e, eps = %.1f" % (q / e, eps))
print("beta = %.4f, sigma = %.4f" % (beta, sigma))
print("image position b = %.4f nm" % (b / NM))
print("image strength = %.4f e" % (-beta * a / s * q / e))
print("line density at x=b: %.4f e/nm" % (line_density(b, *par) * NM / e))
for ratio in (10.0, 1e5):
    # integrate in y = ln(x/b), in units of e
    number = quad(lambda y: line_density(b * np.exp(y), *par) * b * np.exp(y) / e,
                  0, np.log(ratio))[0]
    assert abs(number / (-beta * a / s * (ratio**(1 - sigma) - 1)) - 1) < 1e-8
    print("line charge from b to %.0f b: %.4f e" % (ratio, number))
print("potential at centre = %.5f V" % images(0.0, 0.0, *par))

r, cosine = 0.5 * a, 0.5
z, rho = r * cosine, r * np.sqrt(1 - cosine**2)
v_surf, q_surf = from_surface_charge(z, rho, *par)
print("total surface charge = %.5f e" % (q_surf / e))
print("off-axis point: r = %.2f nm, cos(theta) = %.2f" % (r / NM, cosine))
print("  point image      %.6f V" % point_part(z, rho, *par))
print("  line charge      %.6f V" % line_part(z, rho, *par))
print("  image + line     %.6f V" % images(z, rho, *par))
print("  Kirkwood series  %.6f V" % legval(cosine, kirkwood_terms(r, *par, 120)))
print("  surface charge   %.6f V" % v_surf)

v_point, v_line = point_part(s, 0.0, *par), line_part(s, 0.0, *par)
work = 0.5 * q * (v_point + v_line)
print("at the charge: point image %.5f V" % v_point)
print("at the charge: line charge %.5f V" % v_line)
print("at the charge: sum         %.5f V" % (v_point + v_line))
print("charging work W = %.5f eV = %.4e J" % (work / e, work))
terms = 0.5 * q * kirkwood_terms(s, *par, 120) / e
for n in range(5):
    print("  multipole n=%d: %.5f eV, sum so far %.5f eV"
          % (n, terms[n], terms[:n + 1].sum()))
for ep in (4.0, 80.0):
    share = line_part(s, 0.0, q, a, s, ep) / images(s, 0.0, q, a, s, ep)
    print("eps=%.0f: line share of W %.5f, bound 1/(eps+1) %.5f"
          % (ep, share, 1 / (ep + 1)))

# Planar image: its implied surface charge must regenerate its own potential
d, depth = a - s, 0.3 * NM


def plane_ring(u):
    ring, h = d * u, d * 1e-20
    zz = 1j * h
    total = K * q * (1 / np.sqrt(ring**2 + (zz + d)**2)
                     - beta / np.sqrt(ring**2 + (zz - d)**2))
    density = epsilon_0 * (1 - 1 / eps) * total.imag / h
    return K * density * 2 * pi * ring * d / np.sqrt(ring**2 + depth**2)


v_plane_surf = quad(plane_ring, 0, np.inf, epsabs=1e-12, epsrel=1e-10)[0]
assert abs(v_plane_surf / (-beta * K * q / (depth + d)) - 1) < 1e-8

# Growing sphere at fixed distance d from the interface: charging work
w_plane = -K * q**2 * beta / (4 * d)
print("planar limit at d = %.2f nm: W_plane = %.5f eV = %.4e J"
      % (d / NM, w_plane / e, w_plane))
print("a/d, W (eV), line part (eV), W/W_plane, curvature formula")
for ratio in (2.5, 10.0, 100.0, 1000.0, 10000.0):
    big, pos = ratio * d, ratio * d - d
    count = int(40 / (1 - (pos / big)**2)) + 50
    w_series = 0.5 * q * kirkwood_terms(pos, q, big, pos, eps, count).sum()
    w_line = 0.5 * q * line_part(pos, 0.0, q, big, pos, eps)
    w_images = 0.5 * q * images(pos, 0.0, q, big, pos, eps)
    assert abs(w_images / w_series - 1) < 1e-8
    x = 1 / ratio
    curved = 1 + x * (0.5 + 2 / (eps + 1)
                      * (np.log(ratio / 2) - digamma(sigma) - np.euler_gamma))
    # the neglected terms are of order x^2 ln(1/x)
    assert abs(w_series / w_plane - curved) < x**2 * (1 + np.log(ratio))
    print("%7.1f %.5f %.5f %.6f %.6f"
          % (ratio, w_series / e, w_line / e, w_series / w_plane, curved))

# The same limit for the potential at a fixed off-axis point near the interface
side = 0.5 * NM
v_plane = -beta * K * q / np.sqrt(side**2 + (depth + d)**2)
print("fixed point: depth %.2f nm, sideways %.2f nm" % (depth / NM, side / NM))
print("planar image potential there = %.6f V" % v_plane)
print("a/d, image+line (V), line alone (V), bound on line (V)")
deviations = []
for ratio in (100.0, 1000.0, 10000.0):
    big, pos = ratio * d, ratio * d - d
    v_all = images(big - depth, side, q, big, pos, eps)
    v_lin = line_part(big - depth, side, q, big, pos, eps)
    t = np.hypot(big - depth, side) * pos / big**2
    bound = K * q * beta * (1 - sigma) / big * (1 / sigma - np.log(1 - t))
    assert abs(v_lin) <= bound
    deviations.append(abs(v_all / v_plane - 1))
    print("%7.0f %.6f %.6f %.6f" % (ratio, v_all, v_lin, bound))
assert deviations[0] > 5 * deviations[1] > 25 * deviations[2]
assert deviations[2] < 1e-3

print("every check passed")
```

Running it gives:

```
cavity radius a = 1.000 nm, charge at s = 0.600 nm
charge q = 1.000 e, eps = 4.0
beta = 0.6000, sigma = 0.8000
image position b = 1.6667 nm
image strength = -1.0000 e
line density at x=b: -0.1200 e/nm
line charge from b to 10 b: -0.5849 e
line charge from b to 100000 b: -9.0000 e
potential at centre = -1.07997 V
total surface charge = -0.75000 e
off-axis point: r = 0.50 nm, cos(theta) = 0.50
  point image      -0.972052 V
  line charge      -0.229092 V
  image + line     -1.201144 V
  Kirkwood series  -1.201144 V
  surface charge   -1.201144 V
at the charge: point image -1.34997 V
at the charge: line charge -0.26154 V
at the charge: sum         -1.61151 V
charging work W = -0.80575 eV = -1.2910e-19 J
  multipole n=0: -0.53999 eV, sum so far -0.53999 eV
  multipole n=1: -0.17280 eV, sum so far -0.71278 eV
  multipole n=2: -0.05998 eV, sum so far -0.77277 eV
  multipole n=3: -0.02122 eV, sum so far -0.79398 eV
  multipole n=4: -0.00756 eV, sum so far -0.80154 eV
eps=4: line share of W 0.16229, bound 1/(eps+1) 0.20000
eps=80: line share of W 0.00981, bound 1/(eps+1) 0.01235
planar limit at d = 0.40 nm: W_plane = -0.53999 eV = -8.6515e-20 J
a/d, W (eV), line part (eV), W/W_plane, curvature formula
    2.5 -0.80575 -0.13077 1.492172 1.297750
   10.0 -0.61975 -0.05134 1.147706 1.129889
  100.0 -0.55214 -0.00944 1.022507 1.022199
 1000.0 -0.54169 -0.00143 1.003145 1.003141
10000.0 -0.54021 -0.00019 1.000406 1.000406
fixed point: depth 0.30 nm, sideways 0.50 nm
planar image potential there = -1.004355 V
a/d, image+line (V), line alone (V), bound on line (V)
    100 -1.029603 -0.018969 0.022914
   1000 -1.007847 -0.002867 0.003283
  10000 -1.004803 -0.000386 0.000428
every check passed
```
